**Self-limiting dissolution of a silicon wire**

The program studies a square wire of width $w$ that thins as $dw/dt=-v\,e^{-a^2/w^2}$, where $v$ is the width-loss rate of a wide wire and $a$ is the width at which the hole confinement energy equals $kT$. At long times $w\sim a/\sqrt{L}$, with $L=\ln(2vt/a)$ and $t$ the time. The program asserts that grid diagonalization reproduces the hard-wall and finite-barrier energies, and that direct integration of the rate equation reproduces the closed time–width relation. It also asserts the long-time expansion, and the changed logarithmic coefficient for a rate with an extra factor $(a/w)^2$, against numerical quadrature. For the rough example, the width after 3600 s is 2.78 nm, while the leading law gives 3.30 nm. Further output shows how a finite barrier, higher subbands, the hole mass, dielectric energy and hole-free dissolution each change that width. With the assumed hole-free loss of $10^{-4}$ nm/s, the wire disappears after about $2.9\times10^4$ s, so the slow, roughly logarithmic thinning is confined to an intermediate window.

## Numerical verification

```python
"""
Result under test: a square silicon wire whose width w obeys
    dw/dt = -v exp(-E/kT),   E = K/w^2,   K = pi^2 hbar^2/m,
shrinks at long times as w = a/sqrt(L + 1.5 ln L + ...),
with a = sqrt(K/kT) and L = ln(2 v t/a).
Symbols: w width, t time, m hole mass, v width-loss rate of a wide wire
(twice the facet recession rate), a width at which E = kT, u = a/w.
Units inside the program: nm, s, eV, K; masses in electron masses.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import eigsh
from scipy.special import erfi, lambertw

# Round, rough inputs in the regime of porous-silicon formation
hole_mass = 0.3
temperature = 300.0
start_width = 10.0
facet_rate = 5.0
barrier = 3.0
chemical_floor = 1.0e-4       # width loss without holes, nm/s
eps_silicon, eps_electrolyte = 12.0, 80.0
doping = 1.0e16               # cm^-3
final_time = 3600.0

hbar2_over_me = const.hbar**2 / const.m_e / const.e * 1e18   # eV nm^2
thermal_energy = const.k * temperature / const.e
width_rate = 2 * facet_rate


def confinement_constant(mass):
    return np.pi**2 * hbar2_over_me / mass


K = confinement_constant(hole_mass)
a = np.sqrt(K / thermal_energy)


def hard_rate(w, mass=hole_mass):
    energy = confinement_constant(mass) / w**2
    return width_rate * np.exp(-energy / thermal_energy)


def width_after(time, rate, start=start_width):
    """Width from direct integration of the rate equation."""
    sol = solve_ivp(lambda t, w: [-rate(w[0])], (0, time), [start],
                    method="LSODA", rtol=1e-9, atol=1e-11)
    assert sol.success
    return sol.y[0, -1]


def antiderivative(u):
    return np.sqrt(np.pi) * erfi(u) - np.exp(u**2) / u


def time_to_width(w, start=start_width):
    return a / width_rate * (antiderivative(a / w) - antiderivative(a / start))


def closed_width(time, start=start_width):
    return brentq(lambda w: time_to_width(w, start) - time, 1.5, start,
                  xtol=1e-13)


# Confinement energy: diagonalize the two-dimensional hard-wall square
points = 70
test_width = 3.0
step = test_width / (points + 1)
second = diags([-np.ones(points - 1), 2 * np.ones(points),
                -np.ones(points - 1)], [-1, 0, 1]) / step**2
kinetic = hbar2_over_me / (2 * hole_mass) * (
    kron(second, identity(points)) + kron(identity(points), second))
energy_grid = eigsh(kinetic.tocsc(), k=1, sigma=0,
                    return_eigenvectors=False)[0]
# second-order grid error is about pi^2/(12*71^2) = 1.6e-4
assert abs(energy_grid / (K / test_width**2) - 1) < 3e-4

# Closed time-width relation against direct integration
times = [10.0, 100.0, 1000.0, 3600.0, 10000.0]
widths = [closed_width(t) for t in times]
for t, w in zip(times, widths):
    assert abs(width_after(t, hard_rate) / w - 1) < 1e-5


# Long-time expansion against quadrature of the separated equation.
# With y = u^2 - s^2 the integral of exp(s^2)/s^q from 1 to u becomes
# exp(u^2) times the bounded integral below.
def log_twice_time(u2, q):
    upper = min(u2 - 1, 50.0)   # the rest is below exp(-50) in weight
    value = quad(lambda y: np.exp(-y) / (u2 - y)**((q + 1) / 2),
                 0, upper, epsabs=0, epsrel=1e-11, limit=200)[0]
    return u2 + np.log(value)


leading_errors = []
for u2 in [1e2, 1e3, 1e4]:
    L = log_twice_time(u2, 2)
    series = L + 1.5 * np.log(L) + (2.25 * np.log(L) - 1.5) / L
    assert abs(u2 - series) < 3 * (np.log(L) / L)**2
    leading_errors.append(np.sqrt(u2 / L) - 1)
assert leading_errors[0] > leading_errors[1] > leading_errors[2] > 0
L_huge = log_twice_time(1e6, 2)
assert abs(np.sqrt(1e6 / L_huge) - 1) < 2e-5

# An extra factor u^p in the rate changes only the logarithmic coefficient
for p in [0, 2]:
    L = log_twice_time(1e6, 2 + p)
    assert abs((1e6 - L) / np.log(L) - (3 + p) / 2) < 1e-3


def log_time(t):
    return np.log(2 * width_rate * t / a)


def leading_width(t):
    return a / np.sqrt(log_time(t))


def two_term_width(t):
    L = log_time(t)
    return a / np.sqrt(L + 1.5 * np.log(L))


def lambert_width(t):
    argument = -(2 / 3) * (2 * width_rate * t / a)**(-2 / 3)
    return a / np.sqrt(-1.5 * lambertw(argument, -1).real)


final_width = closed_width(final_time)
final_energy = K / final_width**2
assert abs(lambert_width(final_time) / final_width - 1) < 0.015

# The starting width is forgotten: its effect is a fixed delay in time
wide_start = 20.0
delay = time_to_width(start_width, wide_start)
memory = closed_width(final_time, wide_start) - final_width
assert abs(memory / (hard_rate(final_width) * delay) - 1) < 0.05

# Finite barrier in each transverse direction, same mass in the barrier
k_barrier = np.sqrt(2 * hole_mass * barrier / hbar2_over_me)


def finite_energy_1d(w):
    k = brentq(lambda q: q * w / 2 + np.arcsin(q / k_barrier) - np.pi / 2,
               0, k_barrier)
    return hbar2_over_me * k**2 / (2 * hole_mass)


h = 0.002
x = -3.5 + (np.arange(3500) + 0.5) * h
hop = hbar2_over_me / (2 * hole_mass * h**2)
potential = np.where(abs(x) > test_width / 2, barrier, 0.0)
grid_1d = eigh_tridiagonal(2 * hop + potential, -hop * np.ones(len(x) - 1),
                           select="i", select_range=(0, 0),
                           eigvals_only=True)[0]
assert abs(grid_1d / finite_energy_1d(test_width) - 1) < 1e-3


def finite_rate(w):
    return width_rate * np.exp(-2 * finite_energy_1d(w) / thermal_energy)


finite_width = width_after(final_time, finite_rate)
penetration = 1 / k_barrier
assert abs(finite_width - (final_width - 2 * penetration)) < 0.02
log10_life_bound = (np.log(start_width / width_rate)
                    + 2 * barrier / thermal_energy) / np.log(10)


# Hole density from all subbands, relative to the bulk reservoir
def subband_factor(w):
    u = a / w
    n = np.arange(1, 400)
    return 2 * u**2 / np.pi * np.sum(np.exp(-n**2 * u**2 / 2))**2


assert abs(subband_factor(a / 0.05) - (1 - 0.05 / np.sqrt(2 * np.pi))**2) < 1e-6
subband_width = width_after(final_time,
                            lambda w: width_rate * subband_factor(w))

# Mass spread
light_width = width_after(final_time, lambda w: hard_rate(w, 0.2))
heavy_width = width_after(final_time, lambda w: hard_rate(w, 0.5))

# Dielectric self-energy of a charge in a sphere of diameter w (size only)
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # eV nm
image_constant = coulomb * (1 / eps_electrolyte - 1 / eps_silicon)
image_width = width_after(
    final_time,
    lambda w: hard_rate(w) * np.exp(-image_constant / w / thermal_energy))


# Chemical dissolution that needs no holes
def floor_rate(w):
    w_safe = max(w, 1e-3)
    return hard_rate(w_safe) + chemical_floor


floor_width = width_after(final_time, floor_rate)
cross_width = a / np.sqrt(np.log(width_rate / chemical_floor))
cross_time = time_to_width(cross_width)
floor_life = quad(lambda w: 1 / floor_rate(w), 0, start_width,
                  points=[1, 2, 3, 4, 6], epsrel=1e-9, limit=300)[0]
late_width = width_after(0.9 * floor_life, floor_rate)
assert abs(late_width / (0.1 * floor_life * chemical_floor) - 1) < 0.01

# Reservoir statistics and atomic scale
states = 2 * (hole_mass * const.m_e * const.k * temperature
              / (2 * np.pi * const.hbar**2))**1.5 * 1e-6
lattice = const.value("lattice parameter of silicon") * 1e9

print("INPUTS (round, rough)")
print(f"hole mass: {hole_mass:.1f} electron masses")
print(f"temperature: {temperature:.0f} K")
print(f"starting width: {start_width:.0f} nm")
print(f"wide-wire facet recession: {facet_rate:.0f} nm/s")
print(f"wide-wire width loss v: {width_rate:.0f} nm/s")
print("HARD-WALL MODEL")
print(f"thermal energy kT: {thermal_energy:.5f} eV")
print(f"confinement constant K: {K:.4f} eV nm^2")
print(f"thermal confinement width a: {a:.3f} nm")
print("t (s); L; widths (nm): exact, leading, two-term, Lambert")
for t, w in zip(times, widths):
    print(f"{t:.0f}; {log_time(t):.3f}; {w:.3f}, {leading_width(t):.3f}, "
          f"{two_term_width(t):.3f}, {lambert_width(t):.3f}")
print(f"width after {final_time:.0f} s: {final_width:.3f} nm")
print(f"a^2/w^2 then: {final_width**-2 * a**2:.3f}")
print(f"confinement energy then: {final_energy:.3f} eV")
print(f"width-loss rate then: {hard_rate(final_width):.2e} nm/s")
print(f"leading-law excess then: "
      f"{100 * (leading_width(final_time) / final_width - 1):.1f} %")
print(f"delay if started at {wide_start:.0f} nm: {delay:.2f} s")
print(f"width change from that start: {memory:.1e} nm")
print("leading-law excess at a^2/w^2 = 100, 1000, 10000 (%):")
print(", ".join(f"{100 * e:.3f}" for e in leading_errors))
print(f"NEGLECTED EFFECTS, widths after {final_time:.0f} s")
print(f"barrier per direction: {barrier:.0f} eV")
print(f"penetration depth: {penetration:.3f} nm")
print(f"finite-barrier width: {finite_width:.3f} nm")
print(f"log10 of barrier lifetime bound in s: {log10_life_bound:.1f}")
print(f"width with all subbands: {subband_width:.3f} nm")
print(f"width for hole mass 0.2: {light_width:.3f} nm")
print(f"width for hole mass 0.5: {heavy_width:.3f} nm")
print(f"permittivities, silicon and electrolyte: "
      f"{eps_silicon:.0f}, {eps_electrolyte:.0f}")
print(f"dielectric self-energy at final width: "
      f"{image_constant / final_width:.3f} eV")
print(f"width with dielectric self-energy: {image_width:.3f} nm")
print(f"chemical floor on width loss: {chemical_floor:.1e} nm/s")
print(f"width with chemical floor: {floor_width:.3f} nm")
print(f"floor equals hole-driven rate at width: {cross_width:.3f} nm")
print(f"hard-wall time to that width: {cross_time:.0f} s")
print(f"wire lifetime with chemical floor: {floor_life:.0f} s")
print(f"silicon lattice parameter: {lattice:.4f} nm")
print(f"final width in lattice parameters: {final_width / lattice:.1f}")
print(f"reservoir hole density: {doping:.1e} cm^-3")
print(f"reservoir occupancy p/N_v: {doping / states:.1e}")
print("success")
```

It prints:

```
INPUTS (round, rough)
hole mass: 0.3 electron masses
temperature: 300 K
starting width: 10 nm
wide-wire facet recession: 5 nm/s
wide-wire width loss v: 10 nm/s
HARD-WALL MODEL
thermal energy kT: 0.02585 eV
confinement constant K: 2.5069 eV nm^2
thermal confinement width a: 9.847 nm
t (s); L; widths (nm): exact, leading, two-term, Lambert
10; 3.011; 4.411, 5.675, 4.559, 4.164
100; 5.314; 3.435, 4.272, 3.522, 3.372
1000; 7.616; 2.962, 3.568, 3.016, 2.936
3600; 8.897; 2.780, 3.301, 2.822, 2.762
10000; 9.919; 2.659, 3.127, 2.694, 2.645
width after 3600 s: 2.780 nm
a^2/w^2 then: 12.548
confinement energy then: 0.324 eV
width-loss rate then: 3.55e-05 nm/s
leading-law excess then: 18.8 %
delay if started at 20 nm: 1.66 s
width change from that start: 5.9e-05 nm
leading-law excess at a^2/w^2 = 100, 1000, 10000 (%):
3.635, 0.522, 0.069
NEGLECTED EFFECTS, widths after 3600 s
barrier per direction: 3 eV
penetration depth: 0.206 nm
finite-barrier width: 2.365 nm
log10 of barrier lifetime bound in s: 100.8
width with all subbands: 2.541 nm
width for hole mass 0.2: 3.437 nm
width for hole mass 0.5: 2.129 nm
permittivities, silicon and electrolyte: 12, 80
dielectric self-energy at final width: -0.037 eV
width with dielectric self-energy: 2.614 nm
chemical floor on width loss: 1.0e-04 nm/s
width with chemical floor: 2.575 nm
floor equals hole-driven rate at width: 2.902 nm
hard-wall time to that width: 1480 s
wire lifetime with chemical floor: 29319 s
silicon lattice parameter: 0.5431 nm
final width in lattice parameters: 5.1
reservoir hole density: 1.0e+16 cm^-3
reservoir occupancy p/N_v: 2.4e-03
success
```
